The Kohn–Sham energy: first variation and orthonormality constraints on the orbitals

**The Kohn–Sham equations: constrained variation, Hermitian multipliers and the canonical form**

**1. The difficulty**

Density functional theory gives the ground-state energy as the minimum of a functional of the density n(r), but its kinetic part is not known as a formula in n. The kinetic energy of a Slater determinant is known in terms of its orbitals, and it is a plain sum of one-orbital terms when these are orthonormal; for other sets that sum is in general wrong. In the LiH example below, replacing φ_2 by φ_2 + 0.2φ_1 leaves the Slater determinant unchanged, since a multiple of one column is added to another, yet the orbital formula for the energy changes by 0.3828 Ha for the non-canonical orbitals of part 11. The replacement also spoils the norm (⟨φ_2|φ_2⟩ becomes 1.04). With φ_2 renormalized the state is still the same, but the change is 0.433 Ha, and for the canonical orbitals it is −0.128 Ha, below the constrained minimum. When that plain sum is used, orthogonality must therefore be imposed along with normalization, and the multipliers then form a full matrix. The resulting equations couple all orbitals and do not look like an eigenvalue problem. Their solution is not unique either: a direct minimization for LiH ends with diagonal multipliers −1.225 and −0.765 Ha, while the orbital energies of the same state are −1.827 and −0.163 Ha. To pass from these coupled equations to hφ = εφ, and so to attach an energy to each orbital, one must prove that the matrix is Hermitian and can be diagonalized at no cost in energy.

**2. The energy as a functional of orbitals**

Hartree atomic units are used (energies in Ha, lengths in bohr). The nuclei are fixed, with potential v(r) and mutual repulsion E_nn. The system is a closed shell: N = 2M electrons in M complex spatial orbitals φ_1…φ_M, each used with both spins. The scalar product is ⟨f|g⟩ = ∫f*g d³r, and t = −½∇².

Let ψ_1…ψ_N be the orthonormal spin orbitals, x = (r, spin), and

Ψ = (N!)^(−1/2) Σ_P sgn(P) ψ_P(1)(x_1) … ψ_P(N)(x_N).

The one-particle density matrix is γ(x,x′) = N∫Ψ(x,x_2…)Ψ*(x′,x_2…) dx_2…dx_N. It is a double sum over permutations P and Q. Orthonormality makes each integral vanish unless P(k) = Q(k) for k = 2…N, which forces P = Q, so the signs multiply to +1. There are (N−1)! permutations with P(1) = i, and N(N−1)!/N! = 1. Hence γ(x,x′) = Σ_i ψ_i(x)ψ_i*(x′). By antisymmetry all electrons contribute equally to a one-electron operator, so its expectation value is Σ_i⟨ψ_i|o|ψ_i⟩. Summing over spin,

n(r) = 2Σ_i |φ_i(r)|²,  T[φ] = 2Σ_i ⟨φ_i|t|φ_i⟩.  (1)

The exact energy is the minimum of ⟨Ψ|H|Ψ⟩ over all wavefunctions. Grouping them by density gives E_0 = min_n {F[n] + ∫vn} + E_nn, where F[n] is the least kinetic plus repulsion energy among wavefunctions with density n. Define T_s[n] as the least T[φ] among orthonormal sets with density n, the Hartree energy

E_H[n] = ½∬ n(r)n(r′)/|r−r′| d³r d³r′,

and E_xc = F − T_s − E_H. All minima are assumed to exist. Every term except T_s depends on the orbitals through n alone and can be moved inside the search that defines T_s. A minimum over n of a minimum over the sets giving n is a minimum over all sets, so E_0 is the minimum over orthonormal sets of

E[φ] = 2Σ_i⟨φ_i|t|φ_i⟩ + ∫v n + E_H[n] + E_xc[n] + E_nn.  (2)

With an approximate E_xc[n], (2) defines the model, and everything below holds for it.

**3. First variation**

Let φ_i → φ_i + δφ_i with arbitrary complex δφ_i, and keep first-order terms. From (1),

δn = 2Σ_i(δφ_i*φ_i + φ_i*δφ_i) = 4 Re Σ_i δφ_i*φ_i.

Kinetic term. For functions that decay at infinity, integration by parts has no surface term and gives ⟨f|tg⟩ = ½∫∇f*·∇g; a second one gives ⟨tf|g⟩. So t is Hermitian, ⟨φ_i|tδφ_i⟩ = ⟨tφ_i|δφ_i⟩ = ⟨δφ_i|tφ_i⟩*, and

δT = 2Σ_i(⟨δφ_i|tφ_i⟩ + ⟨φ_i|tδφ_i⟩) = 4 Re Σ_i⟨δφ_i|tφ_i⟩.

Hartree term. Varying n(r) and n(r′) gives two integrals that are equal after r and r′ are renamed, which cancels the ½:

δE_H = ∫v_H δn,  v_H(r) = ∫n(r′)/|r−r′| d³r′.

Exchange-correlation term. It is assumed that E_xc is differentiable: δE_xc = ∫v_xc δn. Since E_xc and n are real, v_xc is real. In the local density approximation (LDA), E_xc = ∫n e_xc(n) and v_xc = d(n e_xc)/dn explicitly; for the exact functional differentiability remains an assumption.

For any real potential u, ∫u δn = 4 Re Σ_i⟨δφ_i|uφ_i⟩. Adding the terms,

δE = 4 Re Σ_i⟨δφ_i|hφ_i⟩,  h = t + v + v_H[n] + v_xc[n].  (3)

The factor 4 is the occupation 2 times the 2 in z + z* = 2 Re z. The operator h is Hermitian, because t is and multiplication by a real function is, and it is the same for every orbital, because E depends on the orbitals only through the two sums (1).

**4. Constraints and multipliers**

The constraints are O_ij = δ_ij with O_ij = ⟨φ_i|φ_j⟩. As O_ji = O_ij* holds identically, they are M real conditions on the diagonal and two real conditions for each of the M(M−1)/2 pairs, M² in all. Each takes one real multiplier. For M = 2,

L = E − μ_1(O_11−1) − μ_2(O_22−1) − μ_3 Re O_12 − μ_4 Im O_12.

Compare this with the matrix form

L = E − 2Σ_ij ε_ji(O_ij − δ_ij).  (4)

If ε_12 = ε_21*, the off-diagonal part of the sum is ε_21O_12 + (ε_21O_12)* = 2 Re ε_21 Re O_12 − 2 Im ε_21 Im O_12. The two forms agree when

μ_1 = 2ε_11, μ_2 = 2ε_22, μ_3 = 4 Re ε_21, μ_4 = −4 Im ε_21.  (5)

The same holds pair by pair for any M: the M² real multipliers are the M² real parameters of a Hermitian matrix. The factor 2 in (4) is a convention that removes the occupation from the final equation.

Hermiticity need not be put in by hand. Let ε in (4) be any complex matrix and require δL = 0 for all δφ. Write (3) as a term plus its conjugate and use δO_ij = ⟨δφ_i|φ_j⟩ + ⟨φ_i|δφ_j⟩:

δL = 2Σ_i[⟨δφ_i|hφ_i⟩ + ⟨hφ_i|δφ_i⟩] − 2Σ_ij ε_ji⟨δφ_i|φ_j⟩ − 2Σ_ij ε_ji⟨φ_i|δφ_j⟩.

In the last sum exchange the names i and j and move the number ε_ij into the bra, where it is conjugated: ε_ij⟨φ_j|δφ_i⟩ = ⟨φ_jε_ij*|δφ_i⟩. Then

δL = 2Σ_i[⟨δφ_i|a_i⟩ + ⟨b_i|δφ_i⟩],
a_i = hφ_i − Σ_jφ_jε_ji,  b_i = hφ_i − Σ_jφ_jε_ij*.

Vary one orbital by δφ, and then by iδφ. The two conditions are ⟨δφ|a_i⟩ + ⟨b_i|δφ⟩ = 0 and −i⟨δφ|a_i⟩ + i⟨b_i|δφ⟩ = 0. The second makes the two brackets equal and the first makes them opposite, so both vanish for every δφ, and a_i = b_i = 0. This is the content of the rule that φ and φ* are varied independently. The condition a_i = 0 is the Kohn–Sham equation in its general form,

hφ_i = Σ_j φ_j ε_ji.  (6)

The difference a_i − b_i = 0 reads Σ_jφ_j(ε_ij* − ε_ji) = 0. Orthonormal functions are linearly independent, so

ε_ji = ε_ij*, that is, ε = ε†.  (7)

Projecting (6) on φ_k and using O_kj = δ_kj identifies the multipliers:

ε_ki = ⟨φ_k|hφ_i⟩.  (8)

Equation (6) says that h maps the space spanned by the occupied orbitals into itself, and (8) says that ε is the matrix of h in that space. If E_xc is defined only for N-electron densities, v_xc is fixed only up to a constant c, because ∫δn = 0. Then h → h + c and, by (8), ε → ε + c·1, with the same orbitals.

**5. The same result without multipliers**

A direct argument shows that (6) is both necessary and sufficient, and shows where (7) comes from. It is done for occupations f_i, with n = Σf_i|φ_i|² and T = Σf_i⟨φ_i|t|φ_i⟩; repeating part 3 gives δE = 2 Re Σ_i f_i⟨δφ_i|hφ_i⟩.

Split each variation into a part inside the occupied space and a part η_i orthogonal to it:

δφ_i = Σ_jφ_jA_ji + η_i.

Then ⟨φ_i|δφ_j⟩ = A_ij and ⟨δφ_i|φ_j⟩ = A_ji*, so δO = A + A†. Orthonormality is kept to first order exactly when A† = −A, with η free. Each such direction belongs to a curve of exactly orthonormal sets: φ + τδφ has overlap matrix O = 1 + terms in τ², and multiplying the set by O^(−1/2) orthonormalizes it while changing it only at order τ².

The η part. Let P project on the occupied space and r_i = (1−P)hφ_i. Since η_i is orthogonal to that space, δE = 2 Re Σf_i⟨η_i|r_i⟩. The choice η_i = r_i gives 2Σf_i⟨r_i|r_i⟩, which for f_i > 0 vanishes only if every r_i = 0; conversely r_i = 0 makes δE = 0 for all η. Now r_i = 0 means hφ_i = Σ_jφ_j h_ji with h_ji = ⟨φ_j|hφ_i⟩, which is (6) with (8).

The A part. With λ_ji = f_i h_ji,

δE = Σ_ij(A_ji*λ_ji + λ_ji*A_ji) = Tr(A†λ) + Tr(λ†A) = −Tr[A(λ − λ†)],  (9)

where A† = −A and the cyclic property of the trace were used. The matrix B = λ − λ† is itself anti-Hermitian, and A = B gives δE = Tr(B†B) = Σ|B_ji|². So stationarity under rotations among the occupied orbitals is equivalent to λ = λ†. Because h is Hermitian, (λ†)_ji = (f_j h_ij)* = f_j h_ji, and the condition is

(f_i − f_j) h_ji = 0.  (10)

For equal occupations (10) holds at every orthonormal set, stationary or not. Stationarity is then equivalent to (6) alone, and Hermiticity of ε = λ/2 follows already from (8) and the Hermiticity of h. For unequal occupations (10) is a true condition: h_ji must vanish between orbitals of different occupation, and only orbitals of equal occupation may be mixed freely.

**6. Unitary invariance**

The vanishing of (9) is the first-order form of an exact symmetry. Let φ′_i = Σ_kφ_kU_ki with UU† = U†U = 1. Then O′ = U†OU = 1, and

n′ = 2Σ_kl φ_kφ_l* Σ_iU_kiU_li* = 2Σ_kl φ_kφ_l*(UU†)_kl = 2Σ_k|φ_k|² = n.

With t_lk = ⟨φ_l|tφ_k⟩,

T′ = 2Σ_i Σ_lk U_li* t_lk U_ki = 2 Tr(U†tU) = 2 Tr(tUU†) = T.

So every term of (2) is unchanged, and so is h, which is built from n. The occupation was taken outside the sum over i in both lines, and this step fails for unequal f_i. Single terms t_ii do change; only the sum is invariant. The matrix of spin-orbital values in Ψ is multiplied by one copy of U for each spin, so Ψ′ = (det U)²Ψ by the product rule for determinants, and |det U| = 1 makes this a phase: the state is the same.

Now apply h to φ′_i, use (6), and insert the inverse relation φ_j = Σ_lφ′_l(U†)_lj:

hφ′_i = Σ_k(hφ_k)U_ki = Σ_jk φ_jε_jkU_ki = Σ_l φ′_l(U†εU)_li.

The new set satisfies (6) with

ε′ = U†εU.  (11)

A solution of (6) is thus a family of orbital sets. The individual elements of ε depend on the member chosen; its trace and eigenvalues do not.

**7. Canonical form**

A Hermitian matrix is diagonalized by a unitary one. It has a normalized eigenvector u, with eigenvalue u†εu, which is real because it equals its own conjugate. If u†w = 0 then u†εw = (εu)†w = 0, so ε maps the complement of u into itself, and the argument repeats there. The M eigenvectors are the columns of a unitary U with U†εU diagonal. With this U, (11) turns (6) into the canonical Kohn–Sham equations (primes dropped):

[−½∇² + v + v_H[n] + v_xc[n]] φ_i = ε_iφ_i,  n = 2Σ_i|φ_i|²,  ε_i real.  (12)

Conversely, M orthonormal solutions of (12) satisfy (6) with a diagonal ε, so nothing is lost. The rotation is harmless only because h does not change under it. The freedom left is the order of the orbitals, a phase for each orbital, and unitary mixing within a degenerate level. The equations remain coupled through n: h must be built from the orbitals it produces. For M = 1, ε is a real number and (6) is already canonical.

For M = 2 write a = ε_11, d = ε_22, ε_21 = |b|e^(iα). With D = diag(1, e^(iα)), the matrix D†εD is real, with off-diagonal element |b|. Rotate it with the columns (cos θ, −sin θ) and (sin θ, cos θ). The off-diagonal element becomes

(a−d) sin θ cos θ + |b|(cos²θ − sin²θ) = −Δ sin 2θ + |b| cos 2θ,  Δ = (d−a)/2.

It vanishes for cos 2θ = Δ/ρ, sin 2θ = |b|/ρ, ρ = √(Δ² + |b|²). The first diagonal element is a cos²θ − 2|b| sin θ cos θ + d sin²θ = m − Δ cos 2θ − |b| sin 2θ = m − ρ with m = (a+d)/2, and invariance of the trace gives m + ρ for the second. Hence

ε_1 = m − ρ, ε_2 = m + ρ,
φ′_1 = cos θ φ_1 − sin θ e^(iα)φ_2,  φ′_2 = sin θ φ_1 + cos θ e^(iα)φ_2.  (13)

**8. Total energy**

From (8) and (1), 2 Tr ε = T + ∫vn + ∫v_H n + ∫v_xc n, and ∫v_H n = 2E_H by the definitions. Solving for T + ∫vn and inserting it in (2),

E = 2 Tr ε − E_H + E_xc − ∫v_xc n + E_nn.  (14)

The eigenvalue sum counts the Hartree repulsion twice and contains ∫v_xc n in place of E_xc. For non-interacting electrons (14) reduces to 2Σε_i + E_nn. Any member of the family may be used in (14), because the trace is invariant. At fixed orbitals a change of occupation gives δn = δf_i|φ_i|² and δT = δf_i t_ii, so ∂E/∂f_i = h_ii, which equals ε_i for canonical orbitals; this requires E_xc to be defined for densities with other electron numbers, as the LDA is. An eigenvalue is thus a slope of the energy. If E is linear in f_i, removing a whole electron from orbital i changes the energy by −ε_i; otherwise the finite change in general differs from −ε_i.

**9. Which eigenfunctions are occupied**

Equations (6) and (12) express stationarity, not minimality: any self-consistent choice of M eigenfunctions satisfies them. A further condition holds at a minimum over complex orbitals, provided that the occupied space has a real basis. In that basis ε is real and symmetric, since h is a real operator, so the canonical orbitals can be taken real. The orthogonal complement is then also closed under complex conjugation, so the real or the imaginary part of an empty eigenfunction is a real empty eigenfunction φ_a with the same ε_a. Replace one occupied orbital,

φ_i → √(1−s) φ_i + i√s φ_a,  0 ≤ s ≤ 1.

The set stays orthonormal. For real functions |√(1−s)φ_i + i√sφ_a|² = (1−s)φ_i² + sφ_a², so n changes by exactly 2s(φ_a² − φ_i²). The kinetic term becomes (1−s)t_ii + s t_aa + i√(s(1−s))(t_ia − t_ai), and the last bracket vanishes because t_ia is real and t is Hermitian. Therefore

dE/ds at s = 0 is 2(t_aa − t_ii) + 2∫(v + v_H + v_xc)(φ_a² − φ_i²) = 2(ε_a − ε_i).  (15)

The orbital changes by an amount of order √s, so (15) is a second-order effect and agrees with stationarity. At a minimum the slope cannot be negative: every occupied ε_i ≤ every empty ε_a. The condition is necessary; it has not been shown to be sufficient. It allows equality, and it says nothing when the occupied space has no real basis, as when one complex member of a degenerate pair is filled.

**10. Finite basis**

Let φ_i = Σ_μχ_μC_μi with real χ_μ, S_μν = ⟨χ_μ|χ_ν⟩ and F_μν = ⟨χ_μ|h|χ_ν⟩. Variations are now δφ_i = Σχ_μδC_μi, so (3) reads δE = 4 Re Tr(δC†FC), and the derivatives with respect to Re C and Im C combine to ∂E/∂Re C + i∂E/∂Im C = 4FC. The condition ⟨δφ_i|a_i⟩ = 0 becomes ⟨χ_μ|a_i⟩ = 0 for all μ:

FC = SCε,  C†SC = 1,  ε = C†FC.  (16)

Parts 5 to 9 carry over with C′ = CU, and the canonical form is Fc_i = ε_iSc_i.

**11. Worked example: LiH**

The model is LiH at a chosen distance of 3.0 bohr in the LDA (Slater exchange, VWN5 correlation) with the 6-31G basis: 11 functions, M = 2, and a grid of 16185 points that integrates n to 4.00000 electrons. Six decimals are kept so that the arithmetic can be followed. They describe this model. A grid of 95034 points moves E by 1×10⁻⁶ Ha, but the basis is not converged: with def2-QZVPPD, E moves by −0.009 Ha, ε_1 by −0.014 Ha, ε_2 by +0.002 Ha and the lowest empty level by −0.005 Ha. The error of the LDA itself for the real molecule is not assessed here.

Variation. At non-orthonormal orbitals and along a random complex direction, finite differences of the kinetic, external, Hartree and exchange-correlation energies give −19.553706, 46.827722, −23.467534 and 4.725271 Ha per unit step, and each term of (3) gives the same digits. On the orbitals found below, quadrature with the Laplacian gives ⟨φ_1|tφ_2⟩ = −1.447 + 0.871i and ⟨φ_2|tφ_1⟩ = −1.447 − 0.871i Ha, a conjugate pair.

Minimum. E was lowered from −7.027972 Ha by descent over complex orthonormal orbitals without diagonalizing F. The largest element of the residual (1−P)hφ, in the orthogonalized basis, fell from 0.312 to 1×10⁻⁸ Ha. At the end

E = 7.965982 − 20.392674 + 5.569922 − 2.053430 + 1.000000 = −7.910200 Ha (−215.2 eV),

the terms being T_s, ∫vn, E_H, E_xc, E_nn. A standard self-consistent solution of (12), with the same basis, grid and functional but a different algorithm, gives −7.910200 Ha.

Multipliers. A complex 2×2 matrix with no symmetry imposed was fitted so that 4SCε matches the finite-difference gradient of E:

ε_11 = −1.225391, ε_22 = −0.765324,
ε_12 = 0.546308 − 0.583751i, ε_21 = 0.546308 + 0.583751i (Ha).

It is complex and non-diagonal, and the largest element of ε − ε† has size 5×10⁻⁹ Ha. The values reflect the starting point of the descent. A separate fit of four real multipliers gave −2.450782, −1.530648, 2.185231, −2.335003 Ha. Equation (5) predicts 2(−1.225391) = −2.450782, 2(−0.765324) = −1.530648, 4(0.546308) = 2.185232 and −4(0.583751) = −2.335004, equal up to rounding of the inputs.

Canonical form.

|b| = √(0.546308² + 0.583751²) = √0.6392177 = 0.799511 Ha,
α = arctan(0.583751/0.546308) = 0.81852 rad,
m = (−1.225391 − 0.765324)/2 = −0.995358 Ha,
Δ = (−0.765324 + 1.225391)/2 = 0.230034 Ha,
ρ = √(0.2300335² + 0.6392177) = √0.6921331 = 0.831945 Ha (Δ taken unrounded),
tan 2θ = 0.799511/0.230034, θ = 0.64532 rad, cos θ = 0.79891, sin θ = 0.60146.

ε_1 = −0.995358 − 0.831945 = −1.827303 Ha (−49.7 eV),
ε_2 = −0.995358 + 0.831945 = −0.163413 Ha (−4.4 eV).

The self-consistent eigenvalues are −1.827303 and −0.163412 Ha; the last digit of ε_2 differs by rounding of m and ρ. Refitting the multipliers at the rotated orbitals (13) leaves an off-diagonal element of 2×10⁻⁹ Ha. The orbital kinetic energies change from 2.076010 and 1.906981 Ha to 3.576557 and 0.406435 Ha, while their sum stays 3.982991 Ha, half of T_s. A random unitary mixing changes E by 9×10⁻¹⁵ Ha, to be set against the 0.3828 Ha of the non-unitary mixing of part 1.

Energy from the trace. With 2 Tr ε = 2(−1.225391 − 0.765324) = −3.981430 Ha and ∫v_xc n = −2.694582 Ha, (14) gives

−3.981430 − 5.569922 − 2.053430 + 2.694582 + 1.000000 = −7.910200 Ha.

Unequal occupations. The same two orbitals with f = (2,1), a three-electron model, lose the invariance: along a random anti-Hermitian A the energy has slope 3.341363 Ha per unit step, both by finite difference and by (9). Minimizing over rotations of the pair reduces |h_12| from 1.0098 to 7×10⁻⁷ Ha, as (10) requires.

Filling. At the minimum the lowest empty level is −0.050505 Ha, and (15) gives 2(−0.050505 + 0.163412) = 0.2258 Ha, the slope found numerically. A second solution was obtained by forcing the upper orbital to be of π_x type, odd under reflection in a plane containing the axis. It satisfies the canonical equations with no symmetry restriction, with occupied levels −1.936465 and −0.064234 Ha, but it has an empty level at −0.478703 Ha, below an occupied one. Its slope is 2(−0.478703 + 0.064234) = −0.8289 Ha, again equal to the numerical value, so it is stationary and not a minimum. Its energy, −7.322406 Ha, lies 0.587794 Ha above the lowest-filled solution.

The comparisons from "Variation" onward, and a check of (1) and of the phase (det U)² on the explicit four-electron determinant, are asserted by the program whose output follows.

Computed results

```
LiH, LDA (Slater, VWN5), 6-31G, R = 3.0 bohr
basis functions 11, grid points 16185, M = 2
variation kinetic: finite diff -19.553706, formula -19.553706 Ha
variation external: finite diff 46.827722, formula 46.827722 Ha
variation Hartree: finite diff -23.467534, formula -23.467534 Ha
variation xc: finite diff 4.725271, formula 4.725271 Ha
start: E = -7.027972 Ha, max residual 0.312 Ha
minimum: E = -7.910200 Ha = -215.248 eV, residual 1e-08 Ha
reference SCF: E = -7.910200 Ha
electrons on grid 4.00000
T_s = 7.965982 Ha
E_ext = -20.392674 Ha
E_H = 5.569922 Ha
E_xc = -2.053430 Ha
E_nn = 1.000000 Ha
fitted eps_11 = -1.225391 +0.000000 i Ha
fitted eps_22 = -0.765324 -0.000000 i Ha
fitted eps_12 = 0.546308 -0.583751 i Ha
fitted eps_21 = 0.546308 +0.583751 i Ha
max |eps - eps^+| of fit 5e-09 Ha
real multipliers -2.450782, -1.530648, 2.185231, -2.335003 Ha
quadrature <1|t|2> = -1.447+0.871j, <2|t|1> = -1.447-0.871j Ha
energy change: unitary 9e-15 Ha, shear 0.2 0.3828 Ha
|eps_21| = 0.799511 Ha, alpha = 0.81852 rad, theta = 0.64532 rad
cos theta = 0.79891, sin theta = 0.60146
mean -0.995358, half-difference 0.230034, root 0.831945 Ha
eps_1 = -1.827303 Ha = -49.723 eV, SCF -1.827303 Ha
eps_2 = -0.163412 Ha = -4.447 eV, SCF -0.163412 Ha
refit at rotated orbitals: |off-diagonal| 2e-09 Ha
orbital kinetic before 2.076010, 1.906981, sum 3.982991 Ha
orbital kinetic after 3.576557, 0.406435, sum 3.982991 Ha
2 Tr eps = -3.981430 Ha, int v_xc n = -2.694582 Ha, E from trace -7.910200 Ha
f = (2,1): rotation slope 3.341363, formula 3.341363 Ha
f = (2,1): |h_12| 1.0098 Ha before, 7e-07 Ha after minimizing
ground state: lowest empty level -0.050505 Ha = -1.374 eV
ground state: dE/ds 0.2258, 2(eps_a - eps_i) 0.2258 Ha
pi filling: E = -7.322406 Ha, above minimum by 0.587794 Ha
pi filling: occupied -1.936465, -0.064234 Ha, lowest empty -0.478703 Ha
pi filling: dE/ds -0.8289, 2(eps_a - eps_i) -0.8289 Ha
```
